**Born charge and static charge in a partly covalent chain**

The program studies a chain of alternating anions and cations with levels −D and +D, hopping t that varies with bond length to the power −n, and nominal charges −2 and +2. With eps the half-splitting of the bands and ⟨ ⟩ the average over the Brillouin zone, the static cation charge is Q = 1 + ⟨D/eps⟩ and the Born charge is Z = Q + n⟨eps/D − D/eps⟩. It asserts that this Z agrees with a discrete Berry phase, with the dipole of an open chain and with the force on an ion per unit field, for four parameter sets. It also asserts the weak-covalency laws, sample cases on both sides of the condition on n, and the first-order constancy of the moving cation's own charge. For t = 1.2 eV, 2D = 4 eV and n = 3.5 the output gives Q = 1.79 and Z = 3.56, while fixed hopping gives Z = 1.79. The remaining lines give the polarization, the force and the LO phonon energy, and estimate effects outside the model. Among these, neighbour exchange and position matrix elements between neighbouring orbitals shift Z by roughly 14% and 19% for the rough strengths chosen.

## Numerical verification

```python
"""Born effective charge versus static charge in a partly covalent chain.

Anions (level -D) and cations (level +D) alternate at spacing d; period a = 2d.
Two electrons per cell, core charges 0 and +2, so nominal charges are -2 and +2.
Hopping over a bond of length l is t*(d/l)**n.  With
eps = sqrt(D^2 + 4 t^2 cos^2 theta) and < > the mean over theta, the claims are
  static cation charge  Q = 1 + <D/eps>
  Born cation charge    Z = Q + n <eps/D - D/eps>.
Z exceeds 2 for every nonzero t if n >= 1/2.
Units: nm, eV, elementary charge e; fields in V/nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

BOND = 0.20
PERIOD = 2 * BOND
STEP = 1e-4
THETA = (np.arange(4000) + 0.5) * np.pi / 4000 - np.pi / 2


def band(t, D):
    return np.sqrt(D**2 + 4 * t**2 * np.cos(THETA)**2)


def static_formula(t, D):
    return 1 + np.mean(D / band(t, D))


def dynamic_formula(t, D, n):
    eps = band(t, D)
    return n * np.mean(eps / D - D / eps)


def born_formula(t, D, n):
    return static_formula(t, D) + dynamic_formula(t, D, n)


def berry_dipole(u, t, D, n, points=1200):
    """Cell dipole (e nm) from the discrete Berry phase of the filled band."""
    right, left = BOND + u, BOND - u
    k = 2 * np.pi / PERIOD * (np.arange(points) / points - 0.5)
    h = (t * (BOND / right)**n * np.exp(1j * k * right)
         + t * (BOND / left)**n * np.exp(-1j * k * left))
    ham = np.zeros((points, 2, 2), complex)
    ham[:, 0, 0], ham[:, 1, 1] = -D, D
    ham[:, 0, 1], ham[:, 1, 0] = h, h.conj()
    state = np.linalg.eigh(ham)[1][:, :, 0]
    closing = state[0] * np.exp(-2j * np.pi / PERIOD * np.array([0, right]))
    following = np.vstack([state[1:], closing])
    links = np.sum(state.conj() * following, axis=1)
    phase = -np.angle(np.prod(links / abs(links)))
    return 2 * right - 2 * PERIOD * phase / (2 * np.pi)


def berry_charge(t, D, n):
    return (berry_dipole(STEP, t, D, n)
            - berry_dipole(-STEP, t, D, n)) / (2 * STEP)


def open_chain(shifts, t, D, n, field=0.0, parity=1):
    """Positions, site charges, density matrix and hoppings of a finite chain.

    parity = -1 gives the hopping signs of an anion orbital odd along the chain.
    """
    cells = len(shifts)
    x = np.empty(2 * cells)
    x[0::2] = PERIOD * np.arange(cells)
    x[1::2] = PERIOD * np.arange(cells) + BOND + shifts
    hop = t * (BOND / np.diff(x))**n
    hop[1::2] *= parity
    level = np.tile([-D, D], cells) + field * x
    vec = np.linalg.eigh(np.diag(level) + np.diag(hop, 1)
                         + np.diag(hop, -1))[1][:, :cells]
    rho = vec @ vec.T
    charge = np.tile([0.0, 2.0], cells) - 2 * np.diag(rho)
    return x, charge, rho, hop


CELLS = 40
MID = CELLS // 2
SITE = 2 * MID + 1
ONE = np.zeros(CELLS)
ONE[MID] = STEP
ALL = np.full(CELLS, STEP)


def single_ion_response(t, D, n, parity=1):
    """Dipole and site-charge derivatives when one central cation moves."""
    xp, qp, _, _ = open_chain(ONE, t, D, n, parity=parity)
    xm, qm, _, _ = open_chain(-ONE, t, D, n, parity=parity)
    return (qp @ xp - qm @ xm) / (2 * STEP), (qp - qm) / (2 * STEP)


def force_on_cation(field, t, D, n):
    x, q, rho, hop = open_chain(np.zeros(CELLS), t, D, n, field=field)
    slope_left = -n * hop[SITE - 1] / (x[SITE] - x[SITE - 1])
    slope_right = n * hop[SITE] / (x[SITE + 1] - x[SITE])
    return q[SITE] * field - 4 * (rho[SITE - 1, SITE] * slope_left
                                  + rho[SITE, SITE + 1] * slope_right)


# Born and static charges against Berry phase, open-chain dipole and force.
worst = 0.0
for t, D, n in [(1.2, 2.0, 3.5), (0.8, 1.5, 2.0), (1.5, 1.2, 0.3),
                (1.0, 2.0, 0.0)]:
    expected = born_formula(t, D, n)
    small_field = 1e-3
    by_force = (force_on_cation(small_field, t, D, n)
                - force_on_cation(-small_field, t, D, n)) / (2 * small_field)
    found = [berry_charge(t, D, n), single_ion_response(t, D, n)[0], by_force]
    error = max(abs(z - expected) for z in found)
    worst = max(worst, error)
    assert error < 3e-4 * expected
    site_charge = open_chain(np.zeros(CELLS), t, D, n)[1][SITE]
    assert abs(site_charge - static_formula(t, D)) < 1e-5
    eps = band(t, D)
    form_a = 4 * n * t**2 * np.mean(1 / (eps * (eps + D)))
    form_b = 4 * n * D * t**2 * np.mean(np.sin(THETA)**2 / eps**3)
    assert abs(form_a - form_b) < 1e-9
    assert abs(form_a - dynamic_formula(t, D, n)) < 1e-9

# With fixed hopping the Born charge falls back to the static charge.
assert abs(berry_charge(1.2, 2.0, 0.0) - static_formula(1.2, 2.0)) < 1e-4
assert berry_charge(1.2, 2.0, 0.0) < 2

# Threshold in n, and the weak-covalency laws.
for t in (0.6, 1.2, 6.0):
    assert berry_charge(t, 2.0, 0.5) > 2
assert berry_charge(0.6, 2.0, 0.3) < 2 < berry_charge(6.0, 2.0, 0.3)
weak = (0.1 / 2.0)**2
for n in (0.0, 2.0, 3.5):
    assert abs((berry_charge(0.1, 2.0, n) - 2) / ((2 * n - 1) * weak) - 1) < 0.01
weak_site = open_chain(np.zeros(CELLS), 0.1, 2.0, 2.0)[1][SITE]
assert abs((2 - weak_site) / weak - 1) < 0.01

# Worked example: one p-d pi channel, rough titanate-like regime.
t, D, n = 1.2, 2.0, 3.5
Q, Zdyn, Z = static_formula(t, D), dynamic_formula(t, D, n), born_formula(t, D, n)
odd_orbital = single_ion_response(t, D, n, parity=-1)[0]
assert abs(odd_orbital - Z) < 3e-4 * Z

# Uniform displacement: interior charges stay, electrons cross every bond.
_, qp, rp, _ = open_chain(ALL, t, D, n)
_, qm, rm, _ = open_chain(-ALL, t, D, n)
dq = (qp - qm) / (2 * STEP)
assert np.max(abs(dq[SITE - 3:SITE + 4])) < 1e-5
electrons_left = -np.sum(dq[:CELLS])
assert abs(electrons_left - Zdyn / PERIOD) < 1e-3 * electrons_left

# One displaced cation: its charge stays, its two anions exchange electrons.
_, dq_one = single_ion_response(t, D, n)
assert abs(dq_one[SITE]) < 1e-5
assert dq_one[SITE - 1] < 0 < dq_one[SITE + 1]

# Polarization, force and longitudinal phonon.
shift = 0.01
to_uC_cm2 = sc.e / 1e-18 * 100
P_born = Z * shift / PERIOD**3 * to_uC_cm2
P_nominal = 2 * shift / PERIOD**3 * to_uC_cm2
field = 0.1
mass_u, to_meV, eps_inf, temperature = 12.0, 20.0, 5.0, 400.0
mass = mass_u * sc.atomic_mass
volume = (PERIOD * 1e-9)**3
omega_to = to_meV * 1e-3 * sc.e / sc.hbar


def lo_energy(charge):
    strength = (charge * sc.e)**2 / (sc.epsilon_0 * volume * mass)
    omega = np.sqrt(omega_to**2 + strength / eps_inf)
    root = brentq(lambda w: eps_inf + strength / (omega_to**2 - w**2),
                  omega_to * 1.0001, omega_to * 50)
    assert abs(root / omega - 1) < 1e-8
    return omega * sc.hbar / sc.e * 1e3


lo_nominal, lo_born = lo_energy(2.0), lo_energy(Z)

# Sizes of effects outside the linear, non-interacting one-channel model.
secant = (berry_dipole(shift, t, D, n) - berry_dipole(-shift, t, D, n)) / (2 * shift)
kT = sc.k * temperature / sc.e
rms = 1e9 * np.sqrt(sc.hbar / (2 * mass * omega_to)
                    / np.tanh(to_meV * 1e-3 / (2 * kT)))
u_grid = np.linspace(-4 * rms, 4 * rms, 61)
weight = np.exp(-u_grid**2 / (2 * rms**2))
centre = berry_dipole(0.0, t, D, n)
dipoles = np.array([berry_dipole(u, t, D, n) - centre for u in u_grid])
Z_thermal = np.sum(weight * dipoles * u_grid) / np.sum(weight * u_grid**2)

bond_order = -0.5 * (rp[SITE - 1, SITE] + rm[SITE - 1, SITE])
bond_asymmetry = -((rp[SITE - 1, SITE] - rp[SITE, SITE + 1])
                   - (rm[SITE - 1, SITE] - rm[SITE, SITE + 1])) / (2 * STEP)
susceptibility = bond_asymmetry / (-2 * n * t / BOND)
assert abs(susceptibility - np.mean(np.sin(THETA)**2 / band(t, D))) < 1e-4
exchange = 1.0
Z_exchange = Q + Zdyn / (1 - exchange * susceptibility)
offsite = 0.01
Z_offsite = abs(4 * offsite * (bond_asymmetry - 2 * bond_order * n / BOND))
t_sigma, D_sigma = 2.2, 3.5
sigma_excess = born_formula(t_sigma, D_sigma, n) - 2
kappa_area = quad(lambda E: 2 / PERIOD * np.arcsinh(
    np.sqrt(max(D**2 - E**2, 0.0)) / (2 * t)), -D, D)[0]
tunnel_exponent = 2 * kappa_area / field

print(f"bond length d = {BOND:.2f} nm, period a = {PERIOD:.2f} nm")
print(f"hopping t = {t:.1f} eV, level splitting 2D = {2*D:.1f} eV")
print(f"hopping exponent n = {n:.1f}")
print(f"mean <eps/D> = {np.mean(band(t, D)/D):.4f}")
print(f"mean <D/eps> = {np.mean(D/band(t, D)):.4f}")
print("nominal cation charge = 2 e")
print(f"static cation charge Q = {Q:.3f} e")
print(f"dynamic part Zdyn = {Zdyn:.3f} e")
print(f"Born charge Z, formula = {Z:.3f} e")
print(f"Born charge Z, Berry phase = {berry_charge(t, D, n):.3f} e")
print(f"Born charge Z, open-chain dipole = {single_ion_response(t, D, n)[0]:.3f} e")
print(f"Born charge Z, force per field = {force_on_cation(1e-3, t, D, n)/1e-3:.3f} e")
print(f"largest deviation over four test cases = {worst:.1e} e")
for power in (0.0, 0.5, 1.0, 2.0, 3.5):
    print(f"Born charge for n = {power:.1f}: {born_formula(t, D, power):.3f} e")
print(f"weak-covalency estimate of Z = {2 + (2*n - 1)*(t/D)**2:.3f} e")
print(f"ratio Z/2 = {Z/2:.3f}, squared = {(Z/2)**2:.3f}")
print(f"displacement used = {shift:.2f} nm")
print(f"electrons through each bond, all cations moved = {electrons_left*shift:.4f}")
print(f"one cation moved: anion left behind gains {-dq_one[SITE-1]*shift:.4f} electrons")
print(f"one cation moved: anion approached loses {dq_one[SITE+1]*shift:.4f} electrons")
print(f"polarization with Z = {P_born:.2f} uC/cm2")
print(f"polarization with nominal charge = {P_nominal:.2f} uC/cm2")
print(f"force at 1 MV/cm with Z = {Z*field:.3f} eV/nm")
print(f"force at 1 MV/cm with nominal charge = {2*field:.3f} eV/nm")
print(f"reduced mass = {mass_u:.0f} u, eps_inf = {eps_inf:.0f}")
print(f"TO phonon energy = {to_meV:.0f} meV")
print(f"LO phonon energy, nominal charge = {lo_nominal:.1f} meV")
print(f"LO phonon energy, Born charge = {lo_born:.1f} meV")
print("Sizes of neglected effects:")
print(f"mean slope of dipole up to 0.01 nm = {secant:.3f} e")
print(f"rms mode displacement at {temperature:.0f} K = {rms:.4f} nm")
print(f"thermally averaged Born charge = {Z_thermal:.3f} e")
print(f"bond order per spin = {bond_order:.4f}")
print(f"bond susceptibility = {susceptibility:.4f} 1/eV")
print(f"Born charge with {exchange:.0f} eV neighbour exchange = {Z_exchange:.3f} e")
print(f"neighbour position element {offsite:.2f} nm changes Z by {Z_offsite:.3f} e")
print(f"sigma channel: t = {t_sigma:.1f} eV, 2D = {2*D_sigma:.1f} eV")
print(f"excess over nominal from sigma channel = {sigma_excess:.3f} e")
print(f"tunnelling exponent at 1 MV/cm = {tunnel_exponent:.0f}")
print(f"thermal carrier exponent 2D/(2kT) at {temperature:.0f} K = {D/kT:.1f}")
print("done: every assertion held")
```

It prints:

```
bond length d = 0.20 nm, period a = 0.40 nm
hopping t = 1.2 eV, level splitting 2D = 4.0 eV
hopping exponent n = 3.5
mean <eps/D> = 1.2965
mean <D/eps> = 0.7903
nominal cation charge = 2 e
static cation charge Q = 1.790 e
dynamic part Zdyn = 1.772 e
Born charge Z, formula = 3.562 e
Born charge Z, Berry phase = 3.562 e
Born charge Z, open-chain dipole = 3.562 e
Born charge Z, force per field = 3.562 e
largest deviation over four test cases = 1.5e-06 e
Born charge for n = 0.0: 1.790 e
Born charge for n = 0.5: 2.043 e
Born charge for n = 1.0: 2.296 e
Born charge for n = 2.0: 2.803 e
Born charge for n = 3.5: 3.562 e
weak-covalency estimate of Z = 4.160 e
ratio Z/2 = 1.781, squared = 3.172
displacement used = 0.01 nm
electrons through each bond, all cations moved = 0.0443
one cation moved: anion left behind gains 0.0305 electrons
one cation moved: anion approached loses 0.0305 electrons
polarization with Z = 8.92 uC/cm2
polarization with nominal charge = 5.01 uC/cm2
force at 1 MV/cm with Z = 0.356 eV/nm
force at 1 MV/cm with nominal charge = 0.200 eV/nm
reduced mass = 12 u, eps_inf = 5
TO phonon energy = 20 meV
LO phonon energy, nominal charge = 34.5 meV
LO phonon energy, Born charge = 53.8 meV
Sizes of neglected effects:
mean slope of dipole up to 0.01 nm = 3.557 e
rms mode displacement at 400 K = 0.0176 nm
thermally averaged Born charge = 3.506 e
bond order per spin = 0.2109
bond susceptibility = 0.2194 1/eV
Born charge with 1 eV neighbour exchange = 4.060 e
neighbour position element 0.01 nm changes Z by 0.664 e
sigma channel: t = 2.2 eV, 2D = 7.0 eV
excess over nominal from sigma channel = 1.678 e
tunnelling exponent at 1 MV/cm = 243
thermal carrier exponent 2D/(2kT) at 400 K = 58.0
done: every assertion held
```
